\section*{Density-gradient correction from the thermal Wigner distribution and its limits at walls, part 2}

A device simulation that adds a density-gradient term to the electron density needs a coefficient $\lambda$ for it. The question here is how well a constant $\lambda$ serves in an inversion layer at the Si/SiO$_2$ interface. The oxide is first taken as a hard wall at $x=0$, with $n(0)=0$. Along $x$, normal to the interface, the gradient equation is
\begin{equation}
\mu=V+kT\ln\frac nN-\frac{\lambda\hbar^2}{2m}\frac{(\sqrt n)''}{\sqrt n},
\label{eq:dg1}
\end{equation}
where $n$ is the electron density of a valley with mass $m$ along $x$, $V$ the potential energy, $N$ the classical effective density of states and $\mu$ the Fermi level. Primes denote $d/dx$, and $m_e$ is the free-electron mass. The classical density is $n_{\rm cl}=Ne^{(\mu-V)/kT}$. For a uniform force $F$ we use
\begin{equation}
f=\frac{F}{kT},\qquad a=\frac{\hbar^2}{2mkT}.
\end{equation}

The theorem of the first half gives $\lambda=\frac13$ for smooth $V$, equilibrium and Boltzmann statistics, at leading order in $\hbar^2$. A single quantum state has $\lambda=1$. The theorem rests on the expansion
\begin{equation}
n=N e^{\beta(\mu-V)}\left[1-\frac{\hbar^2\beta^2}{12}\sum_i\frac{V_{ii}}{m_i}
+\frac{\hbar^2\beta^3}{24}\sum_i\frac{V_i^2}{m_i}+O(\hbar^4)\right],
\label{eq:nV}
\end{equation}
with $\beta=1/kT$, masses $m_i$ along the three axes, $V_i=\partial_iV$ and $V_{ii}=\partial_i^2V$. By Remark 3, for $V=Fx$ on the whole line $\lambda=\frac13$ gives the exact factor $\exp(\hbar^2F^2/24m(kT)^3)$ over $n_{\rm cl}$ at any strength of the force.

This expansion misses the wall at every order. For a gas with $V=0$ at $x>0$ and bulk density $n_0$,
\begin{equation}
\frac{n(x)}{n_0}=1-e^{-x^2/a}=1-\exp\left(-\frac{2mkT\,x^2}{\hbar^2}\right).
\label{eq:free}
\end{equation}
Using \eqref{eq:dg1} at the wall is therefore a closure, whose error has to be found separately.

The computed values at the end also list two earlier tests in smooth potentials. One concerns $\chi$, the $\hbar^2$ coefficient in the thermal Wigner distribution $e^{-\beta H}[1+\hbar^2\chi+O(\hbar^4)]$, with $H$ the classical Hamiltonian, for coupled oscillators. The other uses the anharmonic well $V=x^2/2+0.2x^3+0.1x^4$ with $m=\beta=1$ and $\mu=0$.

\subsection*{Proposition 2 (force balance at the wall)}

Let $V$ be smooth for $x>0$ and confining. With a hard wall the quantum density satisfies
\begin{equation}
\frac{\hbar^2}{4m}n''(0)=\int_0^\infty V'n\,dx ,
\label{eq:balq}
\end{equation}
whereas the solution of \eqref{eq:dg1} with $n(0)=0$ satisfies
\begin{equation}
\frac{\lambda\hbar^2}{4m}n''(0)=\int_0^\infty V'n\,dx .
\label{eq:baldg}
\end{equation}

\emph{Proof.} Multiply $-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi$ by $\psi'$ and integrate. The first term gives $+\frac{\hbar^2}{4m}\psi'(0)^2$. The right side gives $\frac E2[\psi^2]_0^\infty=0$. The potential term is $\frac12\int V(\psi^2)'dx=-\frac12\int V'\psi^2dx$. Hence $\frac{\hbar^2}{2m}\psi'(0)^2=\int V'\psi^2dx$. The density is a weighted sum of $\psi^2$, and $(\psi^2)''=2\psi'^2$ at the wall, which gives \eqref{eq:balq}.

For \eqref{eq:baldg} put $s=\sqrt n$ and write \eqref{eq:dg1} as $\frac{\lambda\hbar^2}{2m}s''=s\,(V-\mu+kT\ln\frac nN)$. Multiply by $s'$, use $ss'=\frac12n'$, and integrate. The left side is $-\frac{\lambda\hbar^2}{4m}s'(0)^2$. On the right, integration by parts gives
\begin{equation}
\frac12\int_0^\infty n'\left(V-\mu+kT\ln\frac nN\right)dx
=-\frac12\int_0^\infty n\left(V'+kT\frac{n'}{n}\right)dx=-\frac12\int_0^\infty nV'dx ,
\end{equation}
because $n$ vanishes at both ends. With $n''(0)=2s'(0)^2$ this is \eqref{eq:baldg}. $\square$

\subsection*{Corollary (no single constant serves wall and tail)}

In a uniform force the right sides equal $FN_s$, where $N_s=\int n\,dx$ is the sheet density. At given $N_s$, the curvature $n''(0)$ is correct for $\lambda=1$ and three times too large for $\lambda=\frac13$. Far from the wall the factor over the classical density is correct for $\lambda=\frac13$ and not for $\lambda=1$. A constant $\lambda$ therefore cannot satisfy both limits.

\subsection*{Lemma 4 (the triangular well)}

For $V=Fx$ the solution of \eqref{eq:dg1} is
\begin{equation}
\frac{n}{n_{\rm cl}}=e^{\lambda af^2/4}\,v^2,\qquad
\lambda a\,(v''-fv')=2v\ln v,\qquad v(0)=0,\quad v(\infty)=1 .
\label{eq:v}
\end{equation}

\emph{Proof.} Put $\sqrt n=\sqrt{A}\,e^{-fx/2}v$ with constant $A$ and $v\to1$ far away. Then $(\sqrt n)''/\sqrt n=(v''-fv')/v+f^2/4$. Equation \eqref{eq:dg1} divided by $kT$ becomes
\begin{equation}
\lambda a\left(\frac{v''-fv'}{v}+\frac{f^2}{4}\right)=-\frac{\mu}{kT}+\ln\frac AN+2\ln v ,
\end{equation}
since $fx$ cancels against the logarithm of $e^{-fx}$. At infinity this fixes $A=Ne^{\mu/kT+\lambda af^2/4}$. Subtracting the condition at infinity leaves the equation for $v$. $\square$

Far from the wall $v=1-\delta e^{-\kappa x}$ with small $\delta$. Then $2v\ln v\approx-2\delta e^{-\kappa x}$, and \eqref{eq:v} requires
\begin{equation}
\kappa^2+f\kappa=\frac{2}{\lambda a},\qquad \kappa=-\frac f2+\sqrt{\frac{f^2}{4}+\frac{2}{\lambda a}} .
\label{eq:kappa}
\end{equation}
The equation does not contain $x$ explicitly. It can be started at $v$ slightly below 1 with this slope and integrated towards the wall, which lies where $v$ reaches zero. In this direction the unwanted second solution shrinks.

\subsection*{The quantum reference}

The same well is solved by Airy functions. With $\ell=(\hbar^2/2mF)^{1/3}$ and $\xi=x/\ell-E/F\ell$ the Schr\"odinger equation becomes $d^2\psi/d\xi^2=\xi\psi$. The decaying solution is ${\rm Ai}(\xi)$, and $\psi(0)=0$ gives $E_j=\alpha_jF\ell$, where $-\alpha_j$ are the zeros of Ai.

The mean distance of a level follows by multiplying the Schr\"odinger equation by $x\psi'$ and integrating. The kinetic term gives half the mean kinetic energy, $\frac12(E-F\langle x\rangle)$. The remaining terms give $\frac12\int(Fx^2-Ex)(\psi^2)'dx=-F\langle x\rangle+\frac12E$. Their sum is zero, so $\langle x\rangle_j=2E_j/3F$.

Motion parallel to the interface contributes the same factor to the quantum and classical densities. What remains is the sum of $e^{-E_j/kT}$ in one case, and in the other $\int dx\int\frac{dp}{2\pi\hbar}\,e^{-(p^2/2m+Fx)/kT}$. Therefore
\begin{equation}
\frac{N_s}{N_{s,\rm cl}}=\frac{\sum_je^{-E_j/kT}}{\sqrt{mkT/2\pi\hbar^2}\;kT/F}.
\label{eq:loss}
\end{equation}

\subsection*{Worked example: (100) silicon near threshold}

Take rough typical values: $T=300$ K, $kT=25.85$ meV, and a field of 0.2 MV/cm, or $F=0.02$ eV/nm. The two valleys with their heavy axis normal to the interface have $m=0.92\,m_e$. With $\hbar^2/m_e=0.0762$ eV nm$^2$ the derived coefficient is
\begin{equation}
\frac{\hbar^2}{6m}=\frac{0.0762}{6\times0.92}=0.0138\ {\rm eV\,nm^2}.
\end{equation}
If the term is written in volts as $2b\,(\sqrt n)''/\sqrt n$, then, with the elementary charge $e$, $b=\hbar^2/(12\,m\,e)=0.0069$ V nm$^2$, or $6.9\times10^{-17}$ V cm$^2$. The force term of the expansion is
\begin{equation}
\frac{\hbar^2F^2}{24m(kT)^3}=\frac{0.0762\times(0.02)^2}{24\times0.92\times(0.02585)^3}=0.080 .
\end{equation}
Away from the wall the expansion is in order, with a correction of 8\%. But $\sqrt a=1.27$ nm, the reach of the wall in \eqref{eq:free}, is as large as the classical thickness $kT/F=1.29$ nm. In the classical profile about 60\% of the electrons lie within this distance of the wall.

The two lowest levels are at 59.6 and 104.2 meV. Their Boltzmann factors are 0.0997 and 0.0178, and the denominator of \eqref{eq:loss} is $0.2229\times1.293=0.288$. These two levels give a ratio of 0.41; all levels give 0.43. The comparison at fixed field and fixed Fermi level is as follows.

\begin{center}
\begin{tabular}{lccc}
 & Airy & $\lambda=\frac13$ & $\lambda=1$\\
$N_s/N_{s,\rm cl}$ & 0.429 & 0.524 & 0.336\\
mean distance (nm) & 2.36 & 2.10 & 2.62\\
$n/n_{\rm cl}$ at 0.25 nm & 0.020 & 0.063 & 0.015\\
$n/n_{\rm cl}$ at 1 nm & 0.353 & 0.578 & 0.228\\
$n/n_{\rm cl}$ at 4 nm & 1.083 & 1.078 & 1.117\\
$n/n_{\rm cl}$ at 8 nm & 1.083 & 1.083 & 1.264
\end{tabular}
\end{center}

Relative to the Airy result, the derived coefficient leaves 22\% too much charge and a mean distance 11\% too small. The choice $\lambda=1$ errs by similar amounts the other way. Both improve on the classical mean distance, which is 45\% too small. Expressed as an energy, $-kT\ln(N_s/N_{s,\rm cl})$ is 21.9 meV for the Airy levels, 16.7 meV for $\lambda=\frac13$ and 28.2 meV for $\lambda=1$. This is the extra band bending that restores the classical charge at fixed field.

The corollary explains the ends of the profile. The computed $n''(0)/N_s$ is 0.966 nm$^{-3}$ for the Airy density and for $\lambda=1$, and 2.898 nm$^{-3}$ for $\lambda=\frac13$. At fixed Fermi level the sheet densities also differ, so very near the wall the density for $\lambda=\frac13$ is too large by $3\times0.524/0.429=3.7$; at 0.25 nm the factor has dropped to 3.2. At 8 nm the Airy density and $\lambda=\frac13$ agree with $e^{0.080}=1.083$. For $\lambda=1$ the limit is $e^{0.240}=1.27$, approached at the rate $\kappa=0.8$ nm$^{-1}$ from \eqref{eq:kappa}.

\subsection*{Remark 5 (comparison with a real layer)}

The depletion charge of $1.4\times10^{17}$ cm$^{-3}$ acceptors produces this field at a band bending of 0.92 V, which is the regime of a bulk transistor near threshold. The assumption that moves the numbers most is the single ladder. Silicon has four more valleys, with $m=0.19\,m_e$ normal to the interface. All six have the same product of masses, hence the same $N$, and the total ratio is the average with weights $\frac13$ and $\frac23$. The light valleys hold 43\% of the electrons. They raise the Airy mean distance from 2.36 to 2.86 nm and lower $N_s/N_{s,\rm cl}$ from 0.43 to 0.25. With $\lambda=\frac13$ in each valley the ratio is 0.35, now 37\% too high. The light valleys cause the increase: from the weighted averages, their own ratio is 0.164 for the Airy levels and 0.256 for $\lambda=\frac13$, an error of 56\%.

The other omissions are smaller at a sheet density of $10^{11}$ cm$^{-2}$. The field of the inversion charge is at most 0.016 MV/cm, 8\% of the applied field, and the dopants reduce the field by 0.005 MV/cm over the mean distance. Together, at fixed surface field and Fermi level, they raise the total sheet density by about 11\%, the ratio to the classical density in the same treatment from 0.25 to about 0.265, and the mean distance from 2.86 to 3.04 nm. The occupancy at the bottom of the lowest subband is $z=0.011$, and Boltzmann statistics overestimates the population of that subband, proportional to $\ln(1+z)\approx z-z^2/2$, by about $z/2$, or 0.6\%. For a barrier of 3.1 eV and an oxide mass of $0.5\,m_e$, penetration lowers the first level of the heavy valleys by 1.7 meV and moves their mean position 0.09 nm towards the oxide. The shift grows roughly as the inverse of the mass normal to the interface. In the light valleys it is 8.2 meV and 0.4 nm, and the total sheet density at fixed field and Fermi level rises by about 20\%. This figure depends on the assumed oxide mass: it is 18\% for $0.4\,m_e$ and 15\% for $0.3\,m_e$. The image charge in a thick oxide repels the electron, with an energy of 6.5 meV at the mean distance, a quarter of $kT$. This energy grows as $1/x$ towards the wall. Included in the well, it lowers the total sheet density at fixed field and Fermi level by about 25\%, which is comparable with the errors of the gradient equation. The theorem concerns the equilibrium density and says nothing about scattering, so the mobility must be modelled separately.

\subsection*{Remark 6 (choice of the coefficient)}

Where $V$ is smooth on the scale of $\sqrt a$ and both corrections to the classical density are small, $\lambda=\frac13$ is the derived value and needs no fitting. In a layer pressed against the oxide, a constant $\lambda$ is a fit parameter. For the heavy valleys at 0.2 MV/cm and 300 K the Airy sheet density lies between the results of $\lambda=\frac13$ and $\lambda=1$, and so does a fitted value: $\lambda=0.59$ reproduces the sheet density and $\lambda=0.62$ the mean distance. In the triangular well, temperature, field and mass enter only through $f\sqrt a$, which is 0.98 here, and the fitted value rises slowly with it. At 400 K and the same field ($f\sqrt a=0.64$) the excess charge for $\lambda=\frac13$ falls from 22\% to 14\%, while the value fitted to the sheet density moves only to 0.58. It is 0.62 for the light valleys at 300 K ($f\sqrt a=2.15$) and 0.67 for the heavy valleys at 1 MV/cm ($f\sqrt a=4.9$), where the value fitted at 0.2 MV/cm leaves 24\% too much charge. These fits assume a hard wall, a uniform field and Boltzmann statistics. At 1 MV/cm and 300 K the force term is 2.0, so the expansion \eqref{eq:nV} fails even away from the wall. By Remark 3 the gradient equation with $\lambda=\frac13$ remains exact for a uniform force far from any wall, but near the wall, or where the force varies, it does not rest on a small correction. If this is the average field in a layer of $10^{13}$ cm$^{-2}$, Boltzmann statistics fails too: in the triangular well at this field and density the Fermi level lies about $2kT$ above the lowest level, and Boltzmann statistics at that Fermi level overestimates the charge about threefold. Such a layer calls for a subband calculation with Fermi statistics, or for a coefficient calibrated against one. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
coupled oscillator chi: exact -0.29839, formula -0.29841
anharmonic well, m = beta = 1, largest errors at hbar 0.2 and 0.1, order:
  wigner   1.601e-04 1.014e-05 order 3.98
  density  5.788e-05 3.653e-06 order 3.99
  lam0     5.931e-03 1.489e-03 order 1.99
  lam1/3   6.939e-05 4.444e-06 order 3.96
  lam1     1.173e-02 2.970e-03 order 1.98
inputs: T 300 K, kT 25.85 meV, field 0.20 MV/cm
inputs: masses 0.92, 0.19 m_e; Ns 1.0e+11 cm^-2; NA 1.4e+17 cm^-3
inputs: permittivities 11.7, 3.9; barrier 3.1 eV; oxide mass 0.5 m_e
hbar^2/m_e = 0.07620 eV nm^2
coefficient hbar^2/(6m), heavy mass = 0.01380 eV nm^2
coefficient b = hbar^2/(12 m e) = 0.00690 V nm^2 = 6.902e-17 V cm^2
length sqrt(hbar^2/(2 m kT)) = 1.266 nm
force term hbar^2 F^2/(24 m kT^3) = 0.0799, exp = 1.0832
dopant curvature term = 0.00224
density over classical density: x (nm), Airy, lam=1/3, lam=1
   0.25 0.0196 0.0625 0.0147
   0.50 0.0863 0.2185 0.0608
   1.00 0.3530 0.5775 0.2279
   2.00 0.9180 0.9611 0.6450
   4.00 1.0830 1.0779 1.1173
   8.00 1.0832 1.0832 1.2642
lowest heavy levels = 59.60, 104.21 meV
mean distance (nm): classical 1.293, Airy 2.359, lam=1/3 2.097, lam=1 2.619
sheet density/classical: Airy 0.4292, lam=1/3 0.5243, lam=1 0.3363
equivalent shift (meV): Airy 21.87, lam=1/3 16.69, lam=1 28.17
wall curvature n''(0)/Ns (nm^-3): Airy 0.9658, lam=1/3 2.8977, lam=1 0.9659
light-mass ladder: lowest level 100.83 meV, share of electrons 0.433
both ladders, density/classical: Airy 0.2522, lam=1/3 0.3453
both ladders, mean distance (nm): Airy 2.859, lam=1/3 2.509
occupancy at bottom of lowest subband = 0.0111
field of inversion charge = 0.0155 MV/cm
fall of dopant field over Airy mean distance = 0.0051 MV/cm
depletion band bending for this field = 0.924 V
oxide penetration: level lowered 1.71 meV, mean distance change -0.086 nm
image energy at Airy mean distance = 6.52 meV
400 K density/classical: Airy 0.5745, lam=1/3 0.6539
force term at 400 K = 0.0337
force term at 1 MV/cm, 300 K = 1.997
\end{verbatim}
